\section*{Defocus and Contrast Reversal in Incoherent Imaging Through a Slit Pupil}

\section{One fringe at half the cut-off frequency}

Let a point of light be imaged by a lens whose pupil is a slit. Measure position across the slit by $u$, with $u=-1$ and $u=1$ at its edges. Light from two pupil positions $u_1$ and $u_2$ interferes in the image plane and forms a sinusoidal fringe. The spatial frequency of the fringe is proportional to the separation $u_1-u_2$. The largest separation is 2, which sets the highest frequency the lens can transmit, the cut-off.

Take half that frequency. The separation is then 1, and the contributing pairs sit at $u+\tfrac12$ and $u-\tfrac12$, where the midpoint $u$ runs from $-\tfrac12$ to $\tfrac12$. In focus all these fringes have their maxima at the same place and add fully.

Now let defocus put a phase $\Phi u^2$ across the pupil. The two members of a pair differ in phase by
\begin{equation}
\Phi\left[(u+\tfrac12)^2-(u-\tfrac12)^2\right]=2\Phi u ,
\end{equation}
and this difference displaces their fringe. The sum of all the fringes, relative to its value in focus, is
\begin{equation}
\int_{-1/2}^{1/2}e^{2i\Phi u}\,du
=\int_{-1/2}^{1/2}\cos(2\Phi u)\,du=\frac{\sin\Phi}{\Phi}.
\end{equation}
The imaginary part vanishes because the sine is odd in $u$.

The phase differences cover the interval from $-\Phi$ to $\Phi$ uniformly. When $\Phi=\pi$ they cover one full turn and the fringes cancel. When $\Phi$ is slightly larger, the added pairs have phase differences near $\pm\pi$. Their fringes are opposite to the original one, and the sum is negative: bright and dark have changed places. It remains to find whether some other frequency reverses at a smaller $\Phi$.

\section{Imaging model and transfer function}

The object is incoherent, meaning that light from different object points has no fixed phase relation, so intensities add. The light is nearly monochromatic with wavelength $\lambda$, the theory is scalar, and the image of a point has the same shape everywhere in the field. The grating lines are perpendicular to the direction in which $u$ is measured. Object coordinates are scaled to the image, so magnification does not appear.

Let $\theta$ be the angle of a ray to the axis in image space, with $\sin\theta=\mathrm{NA}\,u$, where NA is the numerical aperture in air. With the scaled coordinate $X=\mathrm{NA}\,x/\lambda$, the amplitude in the image of a point is
\begin{equation}
h(X)=\frac12\int_{-\infty}^{\infty}P(u)\,e^{2\pi iuX}\,du ,
\end{equation}
where $P(u)=e^{i\Phi u^2}$ for $|u|\le1$ and $P(u)=0$ outside. If $O$ is the object intensity, the image intensity is the sum of displaced point images,
\begin{equation}
I(X)\propto\int O(X')\,|h(X-X')|^2\,dX' .
\end{equation}
The Fourier transform of a convolution is a product. Each sinusoidal component of $O$ is therefore multiplied by the transform of $|h|^2$. At scaled frequency $q$ this transform is
\begin{align}
\int|h|^2e^{-2\pi iqX}dX
&=\frac14\iint P(u_1)P^*(u_2)
\left[\int e^{2\pi i(u_1-u_2-q)X}dX\right]du_1du_2\nonumber\\
&=\frac14\int P(u_2+q)P^*(u_2)\,du_2 .
\end{align}
The bracket is the delta function $\delta(u_1-u_2-q)$, which sets $u_1=u_2+q$.

If $f$ is the frequency in cycles per unit length, then $fx=qX$ gives $q=\lambda f/\mathrm{NA}$. Define
\begin{equation}
\nu=\frac q2=\frac{f}{2\mathrm{NA}/\lambda},
\end{equation}
so that the cut-off lies at $\nu=1$. Put $u_2=u-\nu$ to make the integral symmetric. At $q=0$ the transform equals $\tfrac14\cdot2=\tfrac12$. Division by this value gives the transfer function,
\begin{equation}
H(\nu)=\frac12\int_{-\infty}^{\infty}P(u+\nu)P^*(u-\nu)\,du,
\qquad H(0)=1 .
\label{auto}
\end{equation}
A positive real $H$ lowers the modulation without moving it. A negative real $H$ exchanges maxima and minima, and this is what contrast reversal means here.

A linear pupil phase $bu$ would multiply $H$ by $e^{2ib\nu}$. Since the extra phase is proportional to frequency, it displaces all sinusoids by the same distance $|b|\lambda/(2\pi\mathrm{NA})$. This is an image shift, not a reversal, and it is removed by the choice of origin.

\section{The quadratic phase of defocus}

In focus, the wave leaving the pupil is a sphere of radius $R$ centred on the image point. Move the observation point by $z$ along the axis towards the lens. Its distance from the point of the sphere at angle $\theta$ is
\begin{align}
R'&=\sqrt{R^2\sin^2\theta+(R\cos\theta-z)^2}\nonumber\\
&=\sqrt{R^2-2Rz\cos\theta+z^2}\simeq R-z\cos\theta ,
\end{align}
for $|z|\ll R$. On the axis the distance is $R-z$. The path relative to the axial ray is therefore $z(1-\cos\theta)$, and the relative phase is
\begin{equation}
\frac{2\pi z}{\lambda}(1-\cos\theta)
=\frac{2\pi z}{\lambda}\left(\frac{\sin^2\theta}{2}+\frac{\sin^4\theta}{8}+\cdots\right).
\end{equation}
The first term suffices when the phase from the omitted terms is much less than one radian. With $\sin\theta=\mathrm{NA}\,u$ it equals $\Phi u^2$, where
\begin{equation}
\Phi=\frac{\pi\,\mathrm{NA}^2z}{\lambda}.
\label{phi}
\end{equation}
Thus $\Phi$ is the phase at the pupil edge relative to the pupil centre. At the edge, the first omitted term is smaller than the retained one by the factor $\mathrm{NA}^2/4$. The omitted phase is therefore about $|\Phi|\mathrm{NA}^2/4$, which grows with defocus as well as with NA. In the worked example below it is 0.011~rad.

\section{The overlap integral}

Take $0<\nu<1$. The product in Eq.~(\ref{auto}) is non-zero where both shifted pupils are open:
\begin{equation}
-1\le u+\nu\le1,\qquad -1\le u-\nu\le1 .
\end{equation}
The first condition gives $u\le1-\nu$ and the second gives $u\ge-(1-\nu)$. The other two limits are weaker. In the overlap the phase difference is
\begin{equation}
\Phi\left[(u+\nu)^2-(u-\nu)^2\right]=4\Phi\nu u ,
\end{equation}
because the terms $u^2$ and $\nu^2$ cancel. Hence
\begin{align}
H(\nu)&=\frac12\int_{-(1-\nu)}^{1-\nu}e^{4i\Phi\nu u}\,du\nonumber\\
&=\frac12\,\frac{e^{4i\Phi\nu(1-\nu)}-e^{-4i\Phi\nu(1-\nu)}}{4i\Phi\nu},
\end{align}
and, since $e^{ia}-e^{-ia}=2i\sin a$,
\begin{equation}
H(\nu)=\frac{\sin[4\Phi\nu(1-\nu)]}{4\Phi\nu}.
\label{H}
\end{equation}
The result is real. It is also even in $\Phi$, since numerator and denominator both change sign with $\Phi$. Within this model the two directions of defocus therefore give the same image.

\subsection*{Two limits}

When $\Phi\to0$, the sine may be replaced by its argument, and $H=1-\nu$. This is the in-focus overlap of two slits.

When $\nu\ll1$ and also $4|\Phi|\nu^2\ll1$, the term $4\Phi\nu^2$ in the argument of the sine can be dropped, and
\begin{equation}
H\simeq\frac{\sin(4\Phi\nu)}{4\Phi\nu},\qquad
4\Phi\nu=2\pi f\,\mathrm{NA}\,z .
\end{equation}
This is the transform of a uniform strip of half-width $\mathrm{NA}|z|$, the blur that straight rays give at small NA. The ray formula has its first zero at $4|\Phi|\nu=\pi$. Used up to the cut-off, it would predict reversal as soon as $|\Phi|>\pi/4$. The factor $1-\nu$, which comes from the shrinking overlap of the pupils, prevents this: near the cut-off few pairs remain, and their phase differences span a small range.

\section{Why the threshold is $\pi$}

Let $\Phi>0$. The sign of $H$ is the sign of $\sin g$, with
\begin{equation}
g(\nu)=4\Phi\nu(1-\nu)=\Phi\left[1-(2\nu-1)^2\right].
\end{equation}
The second form shows that $0<g\le\Phi$, with the maximum $g=\Phi$ at $\nu=\tfrac12$.

If $\Phi\le\pi$, then $g$ lies between 0 and $\pi$, where the sine is not negative. No frequency is reversed. At $\Phi=\pi$ the function touches zero at $\nu=\tfrac12$ and is positive at the other frequencies below cut-off.

If $\Phi>\pi$, then $g$ rises continuously from 0 to $\Phi$ as $\nu$ goes from 0 to $\tfrac12$. It therefore takes values between $\pi$ and the smaller of $\Phi$ and $2\pi$. There the sine is negative, so some frequencies are reversed. Since $H$ is even in $\Phi$, contrast reversal occurs for some frequency if and only if
\begin{equation}
|\Phi|>\pi .
\end{equation}
An edge phase of $\pi$ is an edge path error of $\lambda/2$. By Eq.~(\ref{phi}), the condition on focus is
\begin{equation}
|z|>\frac{\lambda}{\mathrm{NA}^2}.
\label{zth}
\end{equation}

\subsection*{The reversed band}

The edges of the band follow from $g=\pi$, that is, $(2\nu-1)^2=1-\pi/\Phi$:
\begin{equation}
\nu_\pm=\frac12\left(1\pm\sqrt{1-\frac{\pi}{\Phi}}\right).
\label{band}
\end{equation}
For $\pi<\Phi<2\pi$ all frequencies between $\nu_-$ and $\nu_+$ are reversed. At $\Phi=2\pi$ the centre of the band returns to zero. For $2\pi<\Phi<3\pi$ a band of correct contrast lies around $\nu=\tfrac12$, because $g$ there is between $2\pi$ and $3\pi$. At larger $\Phi$ the sign at the centre continues to alternate, as $\sin\Phi$ does.

Just above threshold write $\Phi=\pi+\varepsilon$. To leading order in $\varepsilon$,
\begin{equation}
H(\tfrac12)=\frac{\sin\Phi}{2\Phi}\simeq-\frac{\varepsilon}{2\pi},
\qquad
\nu_+-\nu_-\simeq\sqrt{\frac{\varepsilon}{\pi}} .
\end{equation}
The band widens as the square root of the excess phase, while its modulation grows linearly from zero. Crossing the threshold makes reversal possible, but at first the reversed image is faint.

The strongest reversal lies below half cut-off. Since $g(\nu)=g(1-\nu)$, Eq.~(\ref{H}) gives
\begin{equation}
\frac{H(\nu)}{H(1-\nu)}=\frac{1-\nu}{\nu},
\end{equation}
so the lower of two mirror frequencies has the larger $|H|$. At $\nu=\tfrac12$ itself $g'=0$, and the slope is $H'=-H/\nu$. This is positive when $H$ is negative, so $H$ is still lower just to the left.

\section{Worked example: a defocused panel exposure}

Take $\lambda=365$~nm, $\mathrm{NA}=0.10$ and $z=50$~\textmu m. The threshold defocus is
\begin{equation}
\frac{\lambda}{\mathrm{NA}^2}=\frac{0.365}{0.0100}=36.5~\text{\textmu m}.
\end{equation}
The chosen defocus exceeds it. The edge phase is
\begin{equation}
\Phi=\frac{\pi(0.0100)(50)}{0.365}=4.304~\text{rad}=1.370\,\pi .
\end{equation}
Equation~(\ref{band}) gives
\begin{equation}
\nu_\pm=\frac12\left(1\pm\sqrt{1-\frac1{1.370}}\right)=0.240,\;0.760 .
\end{equation}
The cut-off period is $\lambda/(2\mathrm{NA})=1.825$~\textmu m. Division by these frequencies shows that sinusoids with periods between 2.40 and 7.60~\textmu m are reversed. The ray formula would put the long-period edge at $2\,\mathrm{NA}\,z=10$~\textmu m. Diffraction has a clear effect even there.

Half cut-off corresponds to the period $p=\lambda/\mathrm{NA}=3.65$~\textmu m. At this fixed period, $H$ is 0.500 in focus, 0.287 at 20~\textmu m, zero at 36.5~\textmu m and
\begin{equation}
H(\tfrac12)=\frac{\sin(4.304)}{2(4.304)}=-0.107
\end{equation}
at 50~\textmu m. A numerical search over frequency at 50~\textmu m finds the lowest value, $-0.12$, near $\nu=0.40$. It lies below half cut-off, as derived above.

Now image a grating of equal bright lines and dark spaces with this period. With $x=0$ at the centre of a bright line, its intensity is
\begin{equation}
O(x)=\frac12+\frac2\pi\cos\frac{2\pi x}{p}
-\frac{2}{3\pi}\cos\frac{6\pi x}{p}+\cdots .
\end{equation}
The third harmonic lies at $\nu=\tfrac32$, beyond cut-off, as do all higher ones. The image is therefore
\begin{equation}
I(x)=\frac12+\frac2\pi H(\tfrac12)\cos\frac{2\pi x}{p}.
\end{equation}
At the centre of the intended bright line $I=0.432$, and at the centre of the intended dark space $I=0.568$. The difference, $-0.136$, is also the signed contrast, because the two intensities add to one. Direct numerical summation of the defocused point images over the grating gives the same difference to three decimals.

\section{Partial coherence}

A mask in a projection tool is lit through a condenser and is not self-luminous. Suppose that the condenser's source is a slit whose image fills the fraction $\sigma\le1$ of the pupil width. Each source point, at pupil position $s$ with $|s|\le\sigma$, forms a coherent image, and the intensities of these images add.

For the grating above, mask diffraction order $m$ crosses the pupil at $s+m$. The order amplitudes are $a_0=\tfrac12$ and $a_{\pm1}=1/\pi$; the other even orders vanish. Orders $\pm3$ miss the pupil. The fundamental comes from order 0 interfering with order 1 or $-1$. Order 1 passes when $s\le0$, so the average over the source for that pair is
\begin{equation}
T=\frac1{2\sigma}\int_{-\sigma}^{0}e^{i\Phi[(s+1)^2-s^2]}ds
=\frac1{2\sigma}\int_{-\sigma}^{0}e^{i\Phi(2s+1)}ds .
\end{equation}
The other pair gives $T^*$ by the reflection $s\to-s$. The coefficient of $e^{2\pi ix/p}$ is thus $a_0a_1(T+T^*)=(1/\pi)\,\mathrm{Re}\,T$, and the modulation is $(2/\pi)\,\mathrm{Re}\,T\cos(2\pi x/p)$. So $\mathrm{Re}\,T$ takes the place of $H(\tfrac12)$:
\begin{align}
\mathrm{Re}\,T&=\frac{\sin\Phi+\sin[(2\sigma-1)\Phi]}{4\sigma\Phi}\nonumber\\
&=\frac{\sin(\sigma\Phi)\cos[(1-\sigma)\Phi]}{2\sigma\Phi}.
\label{partial}
\end{align}

For $\sigma=1$ this equals $\sin\Phi/(2\Phi)$. A source that just fills the pupil gives this grating the incoherent modulation and the same threshold. The mean intensity differs, since each first order is blocked for half of the source and all higher orders are blocked entirely: it is $\tfrac14+1/\pi^2=0.351$ instead of $\tfrac12$. The signed contrast is therefore $-0.193$ instead of $-0.136$.

For $\sigma<1$, except at $\sigma=\tfrac23$, the first sign change comes from whichever factor in Eq.~(\ref{partial}) vanishes first. The sine vanishes at $\Phi=\pi/\sigma$, the cosine at $\Phi=\pi/[2(1-\sigma)]$. The sine comes first when $\sigma>\tfrac23$, and the reversal of this grating then starts at $\lambda/(\sigma\,\mathrm{NA}^2)$. For $\sigma=0.7$ that is 52.1~\textmu m, and this first reversal ends at 60.8~\textmu m, where the cosine vanishes. At 50~\textmu m the contrast is $+0.011$: almost nothing is left, but it is not yet reversed. At $\sigma=\tfrac23$ both factors vanish together at $\Phi=3\pi/2$. The modulation then touches zero without changing sign, and reversal starts only at $\Phi=3\pi$. In the coherent limit $\sigma\to0$ the cosine comes first, at $\Phi=\pi/2$, half the incoherent threshold. With partially coherent light, the reversal of this grating can thus start above or below the incoherent threshold $\Phi=\pi$.

\section{Comparison with a real exposure tool}

The wavelength is that of the mercury i-line, and an NA near 0.1 is a rough value for flat-panel projection. The defocus of 50~\textmu m is chosen to make the reversal visible in the slit model. It is well beyond $\lambda/(2\mathrm{NA}^2)=18$~\textmu m, where the edge path error is a quarter wave. If the lamp is filtered to the i-line, two assumptions fail most clearly in such a tool: its illumination is partially coherent, with the effect found above, and its pupil is normally circular. A circular pupil can be cut into slits at heights $y$. The overlap half-width $1-\nu$ becomes $\sqrt{1-y^2}-\nu$, so
\begin{equation}
H_{\rm circ}(\nu)=\frac4\pi\int_0^{\sqrt{1-\nu^2}}
\frac{\sin\left[4\Phi\nu\left(\sqrt{1-y^2}-\nu\right)\right]}{4\Phi\nu}\,dy .
\end{equation}
Outer slices have smaller phase spans and still contribute positively when the central slice has reversed. A numerical root search, with incoherent light, puts the threshold at $1.28\pi$, or 46.8~\textmu m instead of 36.5~\textmu m. At the period and defocus of the example, the circular pupil gives $H=-0.016$ instead of $-0.107$, so little of the reversal remains.

Other effects are smaller here. The following values of $H$ come from numerical integration over the slit pupil with incoherent light, at the fixed period 3.65~\textmu m and nominal defocus 50~\textmu m; the reference is $-0.107$. The full phase $1-\cos\theta$ changes $H$ by about $0.0001$. For a lamp filtered to the i-line, wavelengths 3~nm to either side give $-0.108$ and $-0.105$, provided the focus does not move with wavelength. An unfiltered lamp is not a small correction: the mercury lines at 405 and 436~nm give $-0.074$ and $-0.037$ for the slit, and $+0.014$ and $+0.038$, with no reversal, for the circular pupil. A resist 1.5~\textmu m thick with index 1.7 spreads the focus by $\pm1.5/(2\times1.7)=\pm0.44$~\textmu m, which gives $-0.106$ to $-0.107$; standing waves and absorption are left out. A spherical phase $\pm2\pi(0.08)(u^4-u^2)$, whose peak is 0.02 wave, gives $-0.092$ for the upper sign and $-0.120$ for the lower. In the slit model none of these changes the sign of the contrast, whereas the change to $\sigma=0.7$ does, though it leaves the contrast close to zero. Partial coherence was treated here only for a slit pupil, and the circular pupil only for incoherent light. The threshold of a real tool, which combines the two, needs a separate calculation.
